# Heat conductance of a narrow dielectric beam with four open phonon modes

## Problem

A long, uniform, electrically insulating beam hangs freely between two heat reservoirs. Its side faces are free of stress. Four of its vibration branches are gapless, meaning that their frequency goes to zero with the wavenumber: one longitudinal, one torsional and two flexural.

(a) Suppose that these four branches carry phonons from one reservoir to the other without reflection or scattering, and that no other branch is thermally excited. What is the thermal conductance at 0.1 K, in pW/K?

(b) For an undoped germanium beam 80 nm wide, 50 nm thick and 1000 nm long, is it justified to ignore the other branches?

(c) What happens if the ends of this beam widen suddenly?

The conductance $G$ is the heat current divided by a small temperature difference. The algebra uses atomic units, so $\hbar=1$ and a phonon of angular frequency $\omega$ has energy $\omega$. Boltzmann's constant $k$ is kept, and $\hbar$ is restored for numbers.

## A tempting solution

Take first a branch with linear dispersion, $\omega=cq$. In a length $L$ with periodic ends, the allowed wavenumbers are spaced by $2\pi/L$, so there are $dq/2\pi$ modes per unit length in an interval $dq$. Each holds on average $n=1/(e^{\omega/kT}-1)$ phonons. The thermal energy per unit length of the right-moving waves, those with $q>0$, is

$$
u=\int_0^\infty\frac{dq}{2\pi}\,\omega n
=\frac{1}{2\pi c}\int_0^\infty \omega n\,d\omega
=\frac{(kT)^2}{2\pi c}\int_0^\infty\frac{x\,dx}{e^x-1},
$$

where $dq=d\omega/c$ and $x=\omega/kT$. For the last integral, expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. All terms are positive, so the sum may be integrated term by term. Since $\int_0^\infty xe^{-mx}dx=1/m^2$, the integral equals $\sum 1/m^2$.

This sum follows from the Fourier series of $f(x)=x$ on $(-\pi,\pi)$. The function is odd, so it has sine terms alone, with coefficients

$$
b_m=\frac1\pi\int_{-\pi}^{\pi}x\sin mx\,dx
=\frac1\pi\left[-\frac{x\cos mx}{m}\right]_{-\pi}^{\pi}
=\frac{2(-1)^{m+1}}{m}.
$$

The remaining integral of $\cos mx$ over a full period vanishes. Parseval's theorem, $\frac1\pi\int_{-\pi}^{\pi} f^2dx=\sum b_m^2$, gives $2\pi^2/3=4\sum1/m^2$. Hence

$$
\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{\pi^2}{6},\qquad
u=\frac{\pi(kT)^2}{12c}.
$$

The energy moves at speed $c$, so the right-moving current is $cu=\pi(kT)^2/12$. The other reservoir sends the same kind of current back at its own temperature. For a small temperature difference, the conductance is the derivative of this current:

$$
G_1=\frac{d}{dT}\,\frac{\pi k^2T^2}{12}=\frac{\pi k^2T}{6}.
$$

With $\hbar$ restored this is 0.0946 pW/K at 0.1 K. The speed has dropped out, so the longitudinal and torsional branches each contribute this amount.

Now the flexural branches. Let $w$ be the sideways displacement, $\mu$ the mass per length and $B$ the bending stiffness. For slow bending the equation of motion is $\mu\,\partial_t^2w=-B\,\partial_x^4w$. A wave $e^{i(qx-\omega t)}$ then obeys $\mu\omega^2=Bq^4$, so

$$
\omega=\beta q^2,\qquad \beta=\sqrt{B/\mu},\qquad v=\frac{d\omega}{dq}=2\beta q.
$$

The group velocity vanishes at long wavelength. The phonons excited at very low temperature are therefore slow, and slow phonons seem unable to carry much heat. Dropping both flexural branches leaves

$$
G=2\times0.0946\ \text{pW/K}=0.189\ \text{pW/K}.
$$

## Where it fails

The calculation for the linear branches is sound. The fault is the step from "slow phonons" to "little heat". A current is a density multiplied by a velocity, and only the velocity was examined.

The number of modes per unit length in a frequency interval $d\omega$ is

$$
\frac{dq}{2\pi}=\frac{1}{2\pi}\frac{d\omega}{v}.
$$

Where a branch is slow, its modes are crowded together in frequency by the factor $1/v$. For bending waves $q=\sqrt{\omega/\beta}$, which gives $dq=d\omega/(2\sqrt{\beta\omega})$ and $v=2\sqrt{\beta\omega}$. Therefore

$$
v\,dq=2\sqrt{\beta\omega}\;\frac{d\omega}{2\sqrt{\beta\omega}}=d\omega .
$$

Each phonon takes longer to cross the beam, but more of them are on the way, and the two effects cancel at every frequency.

## Solution of (a)

Let a gapless branch rise steadily from zero frequency to frequencies far above $kT$. The hot reservoir fills the right-moving waves and the cold one the left-moving waves. If a fraction $t(\omega)$ of the energy arriving at frequency $\omega$ is transmitted, the net current is

$$
J=\int\frac{dq}{2\pi}\,v\,\omega\,t\,(n_h-n_c)
=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,t(\omega)\,(n_h-n_c).
$$

This is the Landauer form of the heat current. The same $t$ serves both directions, so the current vanishes at equal temperatures, as it must. The shape of the dispersion has disappeared. For $t=1$ the integral found above gives, for each branch,

$$
J_1=\frac{\pi k^2}{12}\left(T_h^2-T_c^2\right)
=\frac{\pi k^2}{6}\,\frac{T_h+T_c}{2}\,(T_h-T_c).
$$

Each of the four branches contributes $G_1=\pi k^2T/6$, flexural ones included. Restoring $\hbar$ in the denominator gives the unit eV/(s K):

$$
G=\frac{4\pi k^2T}{6\hbar}
=\frac{4\pi\,(8.61733\times10^{-5})^2\,(0.1)}{6\,(6.58212\times10^{-16})}
=2.363\times10^{6}\ \text{eV/(s K)}.
$$

One electronvolt is $1.6022\times10^{-19}$ J, so

$$
G=3.79\times10^{-13}\ \text{W/K}\approx0.38\ \text{pW/K}.
$$

This is twice the first answer. No elastic constant, density or cross-section enters, provided that the stated conditions hold.

The factorized form of $J_1$ also shows that the temperature difference need not be very small. With full transmission in four branches, the current equals $G$ at the mean temperature times the difference. For reservoirs at 0.11 K and 0.09 K it is $0.3786\ \text{pW/K}\times0.02\ \text{K}=7.57$ fW. Direct integration of the two Bose functions gives 7.571 fW.

## Why there are four gapless branches

At $q=0$ the displacement $(u_x,u_y,u_z)$ depends on the cross-section coordinates $y,z$ alone. In a stable solid any strain costs energy, so zero frequency requires zero strain.

The conditions $\partial_yu_y=0$ and $\partial_zu_z=0$ give $u_y=f(z)$ and $u_z=g(y)$. Zero shear in the plane requires $f'(z)+g'(y)=0$. A function of $z$ can cancel a function of $y$ only if both are constant, so

$$
u_y=a-\theta z,\qquad u_z=b+\theta y .
$$

These are two translations and a rotation about the beam axis. The other two shears contain $\partial_yu_x$ and $\partial_zu_x$, whose vanishing makes $u_x$ constant: one axial translation. The total is four. At small $q$ the axial translation becomes the longitudinal wave, the rotation the torsional wave, and the sideways translations the two flexural waves.

The elastic waves of the germanium beam were also computed numerically for its rectangular section, with the beam along a cube axis. The inputs are rough typical values: $c_{11}=130$, $c_{12}=49$ and $c_{44}=68$ GPa, and a density of 5.3 g/cm³. Four zero-frequency motions appear at $q=0$. Between $q=0.001$ and $0.002\ \text{nm}^{-1}$ the four lowest frequencies grow as $q$ to the powers 1.999, 1.997, 1.000 and 1.000, as expected for two bending and two linear branches.

## Solution of (b): when the beam is narrow enough

All other branches have a nonzero frequency at $q=0$. To estimate what one of them adds, let it open at $\omega_c=x_ckT$ and transmit fully above that. Differentiating the Landauer current with respect to temperature uses

$$
\frac{\partial n}{\partial T}=\frac{\omega}{kT^2}\,\frac{e^x}{(e^x-1)^2},
$$

so that, with $\omega=xkT$ and $d\omega=kT\,dx$,

$$
G_{\rm gap}=\frac{k^2T}{2\pi}\int_{x_c}^\infty F(x)\,dx,\qquad
F(x)=\frac{x^2e^x}{(e^x-1)^2}.
$$

For $x_c=0$ this must return $G_1$. It does: since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives $2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$, and the boundary terms vanish. For large $x_c$, $F\approx x^2e^{-x}$, and two further integrations by parts yield

$$
\frac{G_{\rm gap}}{G_1}\approx\frac{3}{\pi^2}\left(x_c^2+2x_c+2\right)e^{-x_c}.
$$

The lowest gapped mode of this beam at $q=0$ has energy $8.86\times10^{-5}$ eV. At 0.1 K, $kT=8.617\times10^{-6}$ eV, so $x_c=10.29$. The bracket is $105.9+20.6+2=128.5$, and $e^{-10.29}=3.40\times10^{-5}$. Such a mode adds $1.33\times10^{-3}$ of $G_1$.

The total over the computed branches avoids this simple picture of a single threshold. Integrating over wavenumber with the computed group velocities gives 0.3788 pW/K at 0.1 K, which is 0.06 percent above $4G_1$. Ignoring the other branches is therefore justified here. For the same beam at 0.05 K the ratio to $4G_1$ at that temperature is 1.00000. This supports the velocity cancellation too, because the calculation used the actual slow and fast branches.

At 0.2 K the excess over $4G_1$ at that temperature is 4.5 percent. This number also tells us about a larger beam. The elastic equations contain no length of their own, so enlarging the cross-section at fixed shape by a factor $s$ divides every gap by $s$. Only the ratio of gap to $kT$ matters for the fractional excess. A beam 160 nm wide and 100 nm thick at 0.1 K thus has the same 4.5 percent excess. "Narrow" is a statement about size and temperature together.

## Solution of (c): sudden ends

Narrowness does not ensure full transmission. Consider the longitudinal wave, and let the cross-section jump from $A$ inside the beam to $rA$ outside. Treat the motion as one-dimensional, with the same speed $c$ on both sides. Displacement and force must be continuous at the jump, and the force is proportional to area times strain. For a wave of unit amplitude leaving the beam, with reflected amplitude $\rho$ and transmitted amplitude $\tau$,

$$
1+\rho=\tau,\qquad 1-\rho=r\tau .
$$

Adding gives $\tau=2/(1+r)$, and then $\rho=(1-r)/(1+r)$. The reflected energy fraction is $R=\rho^2$. For entry into the beam, replacing $r$ by $1/r$ gives the amplitude $\tau'=2r/(1+r)$. The product is $\tau\tau'=4r/(1+r)^2=1-R$.

A wave can cross the beam directly or after any number of round trips. With $\phi=\omega L/c$ the phase of one crossing, the transmitted amplitudes add up to

$$
(1-R)e^{i\phi}\sum_{m=0}^{\infty}\left(Re^{2i\phi}\right)^m
=\frac{(1-R)e^{i\phi}}{1-Re^{2i\phi}} .
$$

The outer sections are equal, so the squared modulus is the transmitted energy fraction. The denominator becomes $1-2R\cos2\phi+R^2=(1-R)^2+4R\sin^2\phi$, and

$$
t(\omega)=\frac{(1-R)^2}{(1-R)^2+4R\sin^2(\omega L/c)} .
$$

Two limits are instructive. Without a jump, $R=0$ and $t=1$. With a jump, $t$ still tends to 1 as $\omega\to0$, because a wave much longer than the beam hardly notices it. In this model the ratio of the longitudinal mode's conductance to $G_1$ therefore tends to 1 as the temperature goes to zero. This limit requires the outer sections to be beams themselves, long compared with the wavelength. If the beam instead ends abruptly on bulk solid, its small end face radiates long waves into the solid very poorly, and $t$ tends to zero as $\omega\to0$.

Let both width and thickness double at each end, so $r=4$ and $R=(3/5)^2=0.36$. The computed longitudinal speed is 4.41 nm/ps. Averaging $t$ with the thermal weight,

$$
\bar t=\frac{3}{\pi^2}\int_0^\infty F(x)\,t(xkT)\,dx,
$$

gives 0.471 at 0.1 K. If the other three modes are held at full transmission, the conductance is

$$
G=(3+0.471)\times0.0946\ \text{pW/K}=0.328\ \text{pW/K},
$$

about 13 percent below the ideal value. This counts one mode only, and it is not the whole effect of the step. At 0.1 K the thermal weight spans several oscillations of $t$, so $\bar t$ is close to the average of $t$ over phase. The average of $1/(a+b\sin^2\phi)$ is $1/\sqrt{a(a+b)}$, which with $a=(1-R)^2$ and $a+b=(1+R)^2$ gives $\bar t\approx(1-R)/(1+R)=0.64/1.36=0.471$. The same one-dimensional argument applies roughly to the torsional wave, with twist angle and torque continuous. At fixed shape its speed is unchanged, while the torsional stiffness grows as the fourth power of the size, so $r=16$, $R=(15/17)^2=0.78$ and $\bar t\approx0.125$. With both linear modes reduced and the bending modes still held open, $G=(2+0.471+0.125)\times0.0946\ \text{pW/K}\approx0.25$ pW/K, about 35 percent below the ideal value. The one-dimensional treatment is reasonable because the longitudinal wavelength at phonon energy $3kT$ is about 700 nm, well above the 160 nm width of the outer sections.

## The model beside a real beam

The dimensions and temperature chosen are within reach of suspended nanostructures in a low-temperature refrigerator. The assumption most exposed in such a device is full transmission. The 13 percent loss is for one mode and one modest widening into wider beams. An abrupt opening into a bulk reservoir reflects the longest waves much more strongly. The estimate for the torsional wave at the same step raises the loss to about 35 percent. Reflection of bending waves has not been computed. It would lower the conductance further, since those modes were held at full transmission. Scattering by rough surfaces has not been computed either; it lowers the conductance of a beam that would otherwise transmit fully. A contact that widens gradually can reduce reflection if the change is slow on the scale of the thermal wavelengths. That is hardest to arrange for the longest waves.

Heat carried by electrons released from shallow donors is negligible. Without compensating acceptors, free electrons and ionized donors are equal in number, and the product of their densities contains $e^{-E_d/kT}$. Each density then contains $e^{-E_d/2kT}$. A rough binding energy $E_d=0.01$ eV makes the exponent about 580. This estimate does not cover heavy doping, where electrons can move without being released thermally.

The value 0.38 pW/K is thus the conductance of four fully open modes at 0.1 K. A real beam of this size can fall below it through imperfect transmission, while a thicker one at the same temperature can exceed it by opening further branches. Warming a fully transmitting beam raises the conductance even without new branches, because $G_1$ is proportional to $T$; further branches then add to this. The computed values are collected in the numerical output below.

## Computed results

```
Temperature: 0.10 K
Boltzmann constant: 8.61733e-05 eV/K
Reduced Planck constant: 6.58212e-16 eV s
Thermal energy kB*T: 8.6173e-06 eV
Thermal integral by quadrature: 3.289868 (no unit)
Conductance of one open mode: 0.09464 pW/K
Conductance of four open modes: 0.3786 pW/K
Same, four open modes: 2.3629e+06 eV/(s K)
Ge elastic constant c11, rough input: 130 GPa
Ge elastic constant c12, rough input: 49 GPa
Ge elastic constant c44, rough input: 68 GPa
Ge density, rough input: 5.3 g/cm^3
Beam width: 80 nm
Beam thickness: 50 nm
Beam length: 1000 nm
Zero-frequency motions at q=0: 4 (count)
Powers of q, four lowest branches: 1.999, 1.997, 1.000, 1.000 (no unit)
Longitudinal speed in the beam: 4.41 nm/ps
Lowest gapped mode at q=0: 8.864e-05 eV
That gap divided by kB*T: 10.29 (no unit)
One such gapped mode adds: 1.33e-03 quanta
Beam conductance from all branches: 0.3788 pW/K
Beam / four quanta at 0.05 K: 1.00000 (no unit)
Excess over four quanta at 0.1 K: 0.06 percent
Excess over four quanta at 0.2 K: 4.5 percent
Hot reservoir in finite-difference case: 0.11 K
Cold reservoir in finite-difference case: 0.09 K
Heat current of four modes in that case: 7.571 fW
Area ratio at sudden ends: 4 (no unit)
Reflection at one sudden end: 0.360 (no unit)
Longitudinal wavelength at 3 kB*T: 706 nm
Mean longitudinal transmission: 0.471 (no unit)
Conductance with that one mode reduced: 0.328 pW/K
Shallow donor binding, rough input: 0.01 eV
Donor binding / (2 kB*T): 580 (no unit)
```
